Equilibrium stripe width in an unscreened ferroelectric plate

**Question**

An insulating ferroelectric plate of thickness t lies between z = −t/2 and z = t/2, with vacuum on both sides. It has no electrodes and no free charge. Its polar axis is z. The plate is divided into straight stripes parallel to y, each of width w, with spontaneous polarization alternately +P and −P along z. One period is therefore 2w. The walls between stripes are flat, much thinner than w, and cost an energy γ per unit wall area.

About each polar state the plate responds linearly. With s(x) = +1 for 0 < x < w, s(x) = −1 for w < x < 2w, and so on periodically,

Pz = s(x)P + ε₀(εz − 1)Ez,  Px = ε₀(εx − 1)Ex.

The mean relative permittivity is the geometric mean κ = √(εx εz). The data are round model parameters: t = 100 nm, γ = 0.1 J/m², P = 0.7 C/m² and εx = εz = 100. All energies below are per unit area of plate and include both faces.

**(a) Show that the electrostatic energy is half the integral of the spontaneous bound charge times the potential, and locate that charge.**

*Answer.* Two energies are stored: that of the field, and the cost of displacing the polarization from its spontaneous value. A displacement p_i along axis i costs p_i²/[2ε₀(εi − 1)], because the derivative of this cost, p_i/[ε₀(εi − 1)], must balance Ei. Inserting p_i = ε₀(εi − 1)Ei and adding the field energy gives the density

u = ½ε₀(Ex² + Ez²) + ½ε₀[(εx − 1)Ex² + (εz − 1)Ez²]
 = ½ε₀(εx Ex² + εz Ez²).

Define the vector L with components ε₀εxEx and ε₀εzEz, so that u = ½E·L. The full displacement is L plus the spontaneous polarization, and its divergence vanishes because there is no free charge. Hence div L = ρ, where ρ is minus the divergence of the spontaneous polarization. With E = −∇φ and an integration by parts,

∫u dV = −½∫∇φ·L dV = ½∫φρ dV.

The boundary terms cancel between the two sides of a period and vanish far from the plate.

The spontaneous polarization is parallel to the walls, so they carry no charge. It ends at the faces, which carry +s(x)P at the top and −s(x)P at the bottom.

**(b) Find the electrostatic energy U(w) for any thickness.**

*Answer.* The charge on the top face is a square wave. Its sine series has kₙ = nπ/w and amplitudes

σₙ = (2/w)∫₀ʷ P sin(nπx/w) dx = (2P/nπ)[1 − cos(nπ)],

which is 4P/(nπ) for odd n and zero for even n.

The bottom charge is opposite, so the potential is odd in z. For each odd n we take

inside: φ = φₙ sin(kₙx) sinh(qₙz)/sinh(qₙt/2),
above: φ = φₙ sin(kₙx) exp[−kₙ(z − t/2)].

These are continuous at the face. The outer form satisfies Laplace's equation. The inner one must satisfy εx ∂²φ/∂x² + εz ∂²φ/∂z² = 0, which requires −εxkₙ² + εzqₙ² = 0, or qₙ = kₙ√(εx/εz).

At the top face, the z component of L just above minus that just below equals the spontaneous charge:

ε₀kₙφₙ + ε₀εzqₙφₙ coth(qₙt/2) = σₙ.

Since εzqₙ = kₙ√(εxεz) = κkₙ,

φₙ = σₙ/{ε₀kₙ[1 + κ coth(qₙt/2)]}.

This is where the geometric mean enters: one factor comes from the displacement along z, the other from the depth to which the field penetrates.

The average of sin²(kₙx) is ½, and different harmonics average to zero. Each face thus contributes ½·½·Σσₙφₙ. The two contributions are equal, because charge and potential both change sign at the bottom. Therefore

U = ½ Σ σₙφₙ
 = Σ (16P²/n²π²)(w/nπ)/{2ε₀[1 + κ coth(qₙt/2)]}
 = Σ 8P²w/{π³n³ε₀[1 + κ coth(qₙt/2)]},

with n odd throughout.

A two-dimensional grid solution tests this series for a plate with t = w, εx = 2 and εz = 8. The ratio of grid energy to series is 0.9997.

**(c) Take the limits of stripes much narrower and much wider than the plate is thick. In the first limit, find the equilibrium width.**

*Answer.* For narrow stripes, q₁t/2 ≫ 1 and every coth tends to 1. The two faces no longer interact. The sum over odd n of 1/n³ is the full sum ζ(3) less its even part ζ(3)/8, which leaves 7ζ(3)/8. Thus

U = cw,  c = 7ζ(3)P²/[π³ε₀(1 + κ)].

Narrow stripes bring opposite charges closer together and confine the field, so this energy falls as w decreases.

For wide stripes, qₙt/2 is small for the harmonics that matter, and coth(qₙt/2) ≈ 2/(qₙt). Since κ/qₙ = εz/kₙ, the bracket in U tends to 2εz/(kₙt) = 2εzw/(nπt), and

U → Σ [8P²w/(π³n³ε₀)][nπt/(2εzw)] = [4P²t/(π²ε₀εz)] Σ 1/n².

The sum over odd n is π²/8, so U → P²t/(2ε₀εz), the energy of a uniformly polarized plate in linear response. The electrostatic energy therefore saturates, and the law U = cw must not be extended to wide stripes.

There is one wall for each width w, and its area per unit length along y is t. The wall energy per plate area is γt/w. In the narrow-stripe regime the total is

F(w) = γt/w + cw.

Setting dF/dw = −γt/w² + c = 0 gives w² = γt/c, or

w = √{π³ε₀(1 + κ)γt/[7ζ(3)P²]}.

The second derivative 2γt/w³ is positive, so this is a minimum. There γt/w = cw: the wall and electrostatic energies are equal, and F = 2√(γtc). The width grows as the square root of the thickness, which is Kittel's scaling.

**(d) Evaluate the width and energies, and check that the plate is thick enough.**

*Answer.* The coefficient is

c = 7 × 1.20206 × (0.7)²/[π³ × 8.8542×10⁻¹² × 101]
 = 1.487×10⁸ J/m³.

Then

w² = (0.1 × 1.00×10⁻⁷)/(1.487×10⁸) = 6.725×10⁻¹⁷ m²,

w = 8.20×10⁻⁹ m = 8.20 nm.

The stripe width is about 8 nm and the period about 16 nm. The wall and electrostatic energies are each 1.22 J/m², and their sum is 2.44 J/m².

To judge the thick-plate limit, let a = q₁t/2 and keep the first correction, coth a ≈ 1 + 2exp(−2a). Higher harmonics have much smaller corrections. The first harmonic supplies a fraction 8/[7ζ(3)] of cw, so

U ≈ cw[1 − g exp(−2a)],  g = 16κ/[7ζ(3)(1 + κ)].

Here 2a = A/w with A = πt√(εx/εz), and the derivative of w exp(−A/w) is (1 + A/w)exp(−A/w). The condition for the minimum becomes

γt/w² = c[1 − g(1 + 2a)exp(−2a)].

To first order, the width exceeds the thick-plate value by the fraction ½g(1 + 2a)exp(−2a). For the present plate a = 19.2, and the correction is negligible. Direct minimization of the finite-thickness energy also gives 8.20 nm.

The same minimization gives 16.40 nm for a plate four times as thick, as the square root requires. It gives 8.20 nm for both εx = 200, εz = 50 and εx = 50, εz = 200. In these thick plates the width depends on the product of the two permittivities, not on each separately.

The dielectric response matters greatly. With κ = 1 the width would be 1.15 nm, so narrow that the assumption of thin walls would be doubtful.

**(e) Find the z component of the field inside an up domain near the top face. Is linear response a safe assumption there?**

*Answer.* Let d = t/2 − z be the depth. In a thick plate the inner potential near this face is Σφₙ sin(kₙx)exp(−qₙd). Because d decreases as z increases, Ez = −∂φ/∂z = +∂φ/∂d, and

Ez = −Σ qₙφₙ sin(kₙx)exp(−qₙd).

From part (b), with coth equal to 1, qₙφₙ = (4/nπ)Es, where

Es = √(εx/εz) P/[ε₀(1 + κ)].

Set θ = πx/w, η = q₁d and v = exp(−η + iθ). The required sum over odd n is

Σ exp(−nη)sin(nθ)/n = Im Σ vⁿ/n = ½ Im ln[(1 + v)/(1 − v)].

Multiplying numerator and denominator of the fraction by 1 − v*, where v* is the complex conjugate, makes the denominator real and positive. The numerator becomes 1 − exp(−2η) + 2i exp(−η)sin θ. The ratio of its imaginary to its real part is sin θ/sinh η, so the sum is ½ arctan(sin θ/sinh η). Hence

Ez = −Es(2/π)arctan[sin(πx/w)/sinh(q₁d)].

This component opposes the polarization. Its magnitude lies between zero and Es, reaches Es at the face, and decays over a depth of order 1/q₁, which is w/π in the isotropic case. The field also has an x component, which is zero at the centre of the domain and, in this model of sharp walls, grows logarithmically towards the line where a wall meets the face. For the given plate its magnitude on the wall plane is already 1.18Es at a depth of w/10, where the induced Px is 1.16P, so the in-plane response also leaves its linear range near these lines.

For the given plate,

Es = 0.7/(8.8542×10⁻¹² × 101) = 7.83×10⁸ V/m.

The fraction of P left at the face is

1 − ε₀(εz − 1)Es/P = 1 − (εz − 1)√(εx/εz)/(1 + κ)
 = [1 + √(εx/εz)]/(1 + κ),

where εz√(εx/εz) = κ was used. Its value is 2/101 = 0.0198. The model thus removes about 98 percent of the polarization at the face. A permittivity defined for small changes about the polar state is being used far outside that range, so 8.2 nm is an estimate, not a precise prediction.

**(f) Replace the linear response along z by a quartic double well and bound the resulting change in width.**

*Answer.* Let p be the total polarization along a domain's own direction, divided by P, and let χ = εz − 1. Take the local energy density

f(p) = P²(1 − p²)²/(8ε₀χ).

The linear-response cost is h(p) = P²(1 − p)²/(2ε₀χ). At p = 1 both vanish with zero slope and have second derivative P²/(ε₀χ), so they describe the same small-signal permittivity. Since 1 − p² = (1 − p)(1 + p),

f(p) = h(p)(1 + p)²/4.

Thus f ≤ h for 0 ≤ p ≤ 1, and f ≥ h/4 for all p ≥ 0.

We keep the in-plane response linear, exclude reversal inside a domain (p ≥ 0), and neglect gradient energy other than that contained in γ. In a thick plate, w is then the only length in the problem near each face. Stretching a polarization pattern together with w multiplies its energy per area by the same factor, so the lowest electrostatic and local energy again has the form c′w.

The linear solution of part (e) has 0 < p ≤ 1 and can serve as a trial state. Its field energy is unchanged, while its local cost is no larger with f than with h. Hence c′ ≤ c.

For the other bound, replace f by the smaller function h/4. This is a linear response with χ replaced by 4χ. Dropping the restriction p ≥ 0 can lower the energy further, so c′ is at least the coefficient c evaluated with

εz = 1 + 4 × 99 = 397,  κ = √(100 × 397) = 199.2.

The equilibrium width √(γt/c′) is therefore at least 8.2 nm and at most about

8.20 nm × √(200.2/101) = 11.5 nm.

These are bounds within the stated quartic model; the nonlinear problem itself has not been solved. The upper bound rests on the exclusion of reversal. The largest opposing field the well can hold is P/(3√3 ε₀χ) = 1.54×10⁸ V/m, reached at p = 1/√3, and the linear Es of part (e) is about five times larger. If p < 0 were allowed with no gradient cost, finely alternating regions near the face would lower the energy below the h/4 bound. In a real plate such regions pay wall energy, and whether the domains branch is a separate question. In the softened plate used for the upper bound the field reaches deeper. The correction derived in part (d) is a fraction 1.63×10⁻⁵ of the width, and direct minimization gives the same shift. For that linear plate the thick-plate formula is therefore accurate to the digits quoted. The bounds on the nonlinear width refer to the thick-plate limit.

**(g) Does the striped plate have a lower energy than a uniform one? When does the estimate fail?**

*Answer.* In a uniform plate without free charge the displacement along z is zero, so Ez = −pP/ε₀. With the quartic well, the energy density is

f + ½ε₀Ez² = (P²/ε₀)[(1 − p²)²/(8χ) + p²/2].

The derivative of the square bracket is p[1 − (1 − p²)/(2χ)]. For χ = 99 this is positive for every p > 0, so the minimum is at p = 0. The depolarizing field removes the polarization altogether, at a cost

f(0)t = P²t/(8ε₀χ)
 = (0.7)² × 1.00×10⁻⁷/(8 × 8.8542×10⁻¹² × 99)
 = 6.99 J/m².

The striped plate costs 2√(γtc′) in the same quartic model. Because c′ ≤ c, this is at most 2.44 J/m², so the stripes are favoured over the uniform plate. The comparison does not exclude other domain patterns of still lower energy. It also assumes a single polar axis: a free plate of a crystal with several polar axes can turn its polarization into the plane and leave the faces uncharged.

The estimate fails if w approaches the wall thickness, or if the plate is too thin for q₁t/2 ≫ 1. In the quartic well a wall has the profile p = tanh(x/ξ) and the energy γ = (8/3)f(0)ξ, so the data imply a wall width 2ξ of about 1.1 nm. This is 13 percent of w and about 40 percent of the depth w/π, so the walls are thin but not negligibly so. It also changes if charge collects on the faces. Suppose that fixed compensating charge follows the stripe pattern and leaves a fraction r of the spontaneous surface charge, with its own formation energy ignored. In linear response c is then multiplied by r², and the width by 1/r as long as the plate remains thick compared with the stripes. Here the scaled width gives q₁t/2 = 19.2r. At r = 0.1 this is only 1.9, and the simple rule is no longer accurate: it gives 82 nm, while minimizing with the full series of part (b) gives 98 nm. The estimate of about 8 nm therefore belongs to an unscreened plate; partial screening of this kind gives wider stripes.

A real plate may not stay unscreened. From part (b), the potential at the centre of an up stripe on the top face is

Σφₙ sin(nπ/2) = {4Pw/[π²ε₀(1 + κ)]}(1 − 1/9 + 1/25 − …) = 2.4 V,

where the series in parentheses sums to 0.916. Neighbouring stripes therefore differ by 4.8 V in the linear model. The band gaps of common ferroelectric oxides are typically 3 to 4 eV, so the difference is comparable with a gap. This alone does not show that electrons would move between stripes: 4.8 V is a difference between peak values, confining a carrier near a peak costs energy, and part (e) showed that linear response is unreliable at the face. Whether the plate stays insulating must therefore be examined for each material. If charge did move and screen the faces, the result for a plate without free charge would no longer apply.

The numerical output below lists the computed values and the grid comparisons.

Numbers as computed

```
plate thickness t: 100 nm
wall energy gamma: 0.1 J/m^2
spontaneous polarization P: 0.7 C/m^2
mean relative permittivity kappa: 100
vacuum permittivity: 8.8542e-12 F/m
zeta(3): 1.20206
coefficient c: 1.4870e+08 J/m^3
width squared: 6.7251e-17 m^2
stripe width w: 8.201e-09 m
stripe width w: 8.20 nm
width by direct minimization: 8.20 nm
period 2w: 16.4 nm
width at thickness 4t: 16.40 nm
wall energy per plate area: 1.219 J/m^2
electrostatic energy per plate area: 1.219 J/m^2
total stripe energy per plate area: 2.439 J/m^2
nonpolar plate, quartic well: 6.99 J/m^2
thick-plate parameter q1 t/2: 19.2 (no unit)
width, eps_x=200 and eps_z=50: 8.20 nm
width, eps_x=50 and eps_z=200: 8.20 nm
width without dielectric response: 1.15 nm
opposing field at surface: 7.828e+08 V/m
remaining surface polarization / P: 0.0198 (no unit)
softened eps_z for upper bound: 397 (no unit)
softened kappa for upper bound: 199.2 (no unit)
upper bound on width, quartic well: 11.5 nm
its finite-thickness shift, minimized: 1.63e-05 (relative)
its finite-thickness shift, formula: 1.63e-05 (relative)
thin test, grid energy / series: 0.99973
thin test, grid energy / thick law: 0.718
thick test, grid energy / law: 0.99946
largest field error / surface field: 2.1e-04
```
